# Derivative Couplings from Gradient Matrix Elements and Energy Gaps

## A coincidence between two couplings

One electron moves in one dimension in the field of two nuclei, A and B. Moving nucleus B changes the Hamiltonian, and the matrix element of that change between states 0 and 2 is \(-0.1824\) hartree/bohr. Between states 0 and 1 it is \(-0.0573\) hartree/bohr, less than a third as large. Yet the derivative couplings, which measure how much of state 0 appears in state 2 or state 1 when B moves, are nearly equal: \(-0.347\) and \(-0.341\) bohr\(^{-1}\).

The energy gaps are 0.5253 hartree for the pair 0, 2 and 0.1679 hartree for the pair 0, 1. The larger matrix element belongs to the larger gap, by nearly the same factor. This suggests that the coupling is a matrix element divided by a gap. A two-state problem, where everything can be differentiated by hand, shows how this comes about.

Atomic units are used throughout.

## Two states

Let a coordinate \(q\) control the real matrix

\[
H(q)=\begin{pmatrix} kq & c\\ c & -kq\end{pmatrix},\qquad k>0,\; c>0 .
\]

Write \(kq=\varepsilon\cos\varphi\) and \(c=\varepsilon\sin\varphi\), with \(\varepsilon=\sqrt{k^2q^2+c^2}\). The eigenvalues are \(E_1=-\varepsilon\) and \(E_2=+\varepsilon\), with real normalized eigenvectors

\[
|1\rangle=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix},\qquad
|2\rangle=\begin{pmatrix}\cos(\varphi/2)\\ \sin(\varphi/2)\end{pmatrix}.
\]

A prime denotes \(d/dq\). Differentiating the vectors gives

\[
|2'\rangle=\tfrac12\varphi'\,|1\rangle,\qquad |1'\rangle=-\tfrac12\varphi'\,|2\rangle .
\]

With \(d_{ij}=\langle i|j'\rangle\), we read off \(d_{12}=\varphi'/2\), \(d_{21}=-\varphi'/2\) and \(d_{11}=d_{22}=0\). Each state can only rotate into the other.

To find \(\varphi'\), differentiate \(\cot\varphi=kq/c\). This gives \(-\varphi'/\sin^2\varphi=k/c\), and since \(\sin\varphi=c/\varepsilon\),

\[
\varphi'=-\frac{kc}{\varepsilon^2},\qquad d_{12}=-\frac{kc}{2(k^2q^2+c^2)} .
\]

Now compute the gradient matrix element. The derivative \(H'\) is diagonal with entries \(k\) and \(-k\), so

\[
\langle1|H'|2\rangle=-2k\sin(\varphi/2)\cos(\varphi/2)=-k\sin\varphi=-\frac{kc}{\varepsilon}.
\]

Dividing by \(E_2-E_1=2\varepsilon\) reproduces \(d_{12}\), sign included.

**Limit of a small gap.** At \(q=0\) the gap is \(2c\) and \(|d_{12}|=k/(2c)\). For \(k=0.05\) hartree/bohr, reducing \(c\) from 0.010 to 0.002 hartree raises this peak from 2.5 to 12.5 bohr\(^{-1}\). The peak also narrows: the coupling falls to half its maximum at \(|q|=c/k\). Its area stays fixed, because \(\varphi\) runs from \(\pi\) to 0 as \(q\) runs from \(-\infty\) to \(\infty\), so that \(\int|d_{12}|\,dq=\pi/2\).

The numerator matters too. If \(c\to0\) at fixed \(q\neq0\), the gap decreases towards \(2k|q|\), but the matrix element vanishes and so does the coupling.

## Any number of states

Let \(X\) stand for the nuclear coordinates and \(\nabla\) for the gradient with respect to them, taken at fixed electron coordinates. Brackets integrate over the electrons only. Assume that:

- \(H(X)\) is self-adjoint and depends smoothly on \(X\);
- the states satisfy \(H|j\rangle=E_j|j\rangle\) and \(\langle i|j\rangle=\delta_{ij}\) at every \(X\) in a neighbourhood;
- the states are bound and have been chosen to be differentiable there.

Define \(d_{ij}=\langle i|\nabla j\rangle\), a vector with one component per nuclear coordinate. Differentiating the eigenvalue equation by the product rule gives

\[
(\nabla H)|j\rangle+H|\nabla j\rangle=(\nabla E_j)|j\rangle+E_j|\nabla j\rangle .
\]

Project on \(\langle i|\). Since \(H\) is self-adjoint, it may act to the left, where \(\langle i|H=E_i\langle i|\). Hence

\[
\langle i|\nabla H|j\rangle+E_i d_{ij}=\delta_{ij}\nabla E_j+E_jd_{ij}. \tag{1}
\]

For \(i=j\) the coupling terms cancel and leave the Hellmann–Feynman theorem, \(\nabla E_j=\langle j|\nabla H|j\rangle\). For \(i\neq j\) the Kronecker delta vanishes:

\[
(E_j-E_i)\,d_{ij}=\langle i|\nabla H|j\rangle . \tag{2}
\]

If the gap is nonzero, we may divide:

\[
\boxed{\,d_{ij}=\frac{\langle i|\nabla H|j\rangle}{E_j-E_i},\qquad i\neq j,\;E_i\neq E_j\,} \tag{3}
\]

The denominator is the energy of the differentiated state minus that of the other. Equation (3) says nothing about \(d_{jj}\), which dropped out of (1). The diagonal elements need a separate argument.

## Antisymmetry and the diagonal

Differentiate the orthonormality condition \(\langle i|j\rangle=\delta_{ij}\), whose right side is constant:

\[
\langle\nabla i|j\rangle+\langle i|\nabla j\rangle=0 .
\]

The first term is \(\langle j|\nabla i\rangle^*=d_{ji}^*\), so \(d_{ij}=-d_{ji}^*\). For real states the conjugation has no effect, and

\[
d_{ij}=-d_{ji},\qquad 2d_{jj}=0\;\Rightarrow\; d_{jj}=0. \tag{4}
\]

No gap entered this proof. When there is one, (3) shows the same antisymmetry: for real states and a real Hamiltonian the numerator is symmetric in \(i\) and \(j\), while the denominator changes sign.

Real states are available when \(H\) is real. The complex conjugate of an eigenfunction is then an eigenfunction with the same energy. If the level is nondegenerate, the two differ by a constant phase, which can be removed. A sign remains free. Reversing the sign of one state reverses all its off-diagonal couplings, so the sign of a single coupling has meaning only together with a sign convention.

**Effect on nuclear motion.** Expand the molecular wavefunction as \(\sum_j\chi_j(X)|j(X)\rangle\). For one nuclear coordinate with mass \(M\), the kinetic energy acting on one term and projected on \(\langle i|\) gives

\[
-\frac{1}{2M}\left[\delta_{ij}\nabla^2\chi_j+2d_{ij}\nabla\chi_j+\langle i|\nabla^2j\rangle\chi_j\right].
\]

The middle term transfers amplitude between electronic states at a rate that involves the nuclear momentum. By (4) it is absent for \(i=j\). The last term does not vanish for \(i=j\) in general: differentiating \(\langle j|\nabla j\rangle=0\) gives \(\langle j|\nabla^2j\rangle=-\langle\nabla j|\nabla j\rangle\), which adds the non-negative energy \(\langle\nabla j|\nabla j\rangle/(2M)\) to surface \(j\).

## Complex phases

Replace each real state by \(|\tilde j\rangle=e^{i\chi_j(X)}|j\rangle\), where \(\chi_j\) now denotes a real phase and the \(i\) in the exponent is the imaginary unit. The product rule gives

\[
\tilde d_{ij}=e^{i(\chi_j-\chi_i)}\left(d_{ij}+i\,\delta_{ij}\nabla\chi_j\right).
\]

The diagonal element is now \(i\nabla\chi_j\), purely imaginary, as \(d_{jj}=-d_{jj}^*\) requires. Equation (3) still holds for \(i\neq j\), because its numerator acquires the same phase factor.

The real choice can also fail to be single-valued. In the two-state matrix, let the diagonal entry \(kq\) and the off-diagonal entry \(c\) vary independently, and follow a circle on which \(\varphi\) increases by \(2\pi\). The matrix returns to itself, but the half-angles make both eigenvectors change sign. Along the circle \(d_{jj}=0\) at each point. Multiplying a state by \(e^{i\varphi/2}\) makes it single-valued, at the cost of a diagonal coupling \(i/2\) with respect to \(\varphi\). Thus the real, differentiable choice is a local one.

## When the gap closes

At \(E_i=E_j\), equation (2) becomes \(\langle i|\nabla H|j\rangle=0\). It no longer determines \(d_{ij}\). Instead it restricts which pair of degenerate states can be continued differentiably.

A crossing with a finite coupling shows this. For a constant \(\beta\), take

\[
|1\rangle=\begin{pmatrix}\cos\beta q\\ \sin\beta q\end{pmatrix},\quad
|2\rangle=\begin{pmatrix}-\sin\beta q\\ \cos\beta q\end{pmatrix},\quad
H=q\,|1\rangle\langle1|-q\,|2\rangle\langle2| .
\]

The energies \(E_1=q\) and \(E_2=-q\) cross at \(q=0\). Direct differentiation gives \(|2'\rangle=-\beta|1\rangle\) and \(|1'\rangle=\beta|2\rangle\), so \(d_{12}=-\beta\) for every \(q\). In \(\langle1|H'|2\rangle\), differentiating the factors \(q\) gives nothing, by orthogonality. The rotating vectors give

\[
\langle1|H'|2\rangle=q\langle1'|2\rangle-q\langle1|2'\rangle=q\beta+q\beta=2\beta q .
\]

The ratio is \(2\beta q/(-2q)=-\beta\) away from the crossing and \(0/0\) at it.

With two coordinates there may be no differentiable choice. For

\[
H=\begin{pmatrix}x&y\\y&-x\end{pmatrix}
\]

at \(x=y=0\), the degenerate pair would have to diagonalize both \(\partial H/\partial x\) and \(\partial H/\partial y\). These two matrices do not commute, so no such pair exists.

## Electrons and nuclei

In a molecule with the nonrelativistic Coulomb Hamiltonian, the electronic kinetic energy and the electron–electron repulsion do not depend on the nuclear positions. The nuclear repulsion does, but it is a number as far as the electrons are concerned, and its off-diagonal element is that number times \(\langle i|j\rangle=0\). It contributes to forces and not to couplings. For nucleus A, with charge \(Z_A\) and position \(\mathbf R_A\), this leaves

\[
\langle i|\nabla_AH|j\rangle=-Z_A\Big\langle i\Big|\sum_n\frac{\mathbf r_n-\mathbf R_A}{|\mathbf r_n-\mathbf R_A|^3}\Big|j\Big\rangle ,\qquad i\neq j,
\]

where \(n\) runs over the electrons.

The opening example is a one-dimensional version with softened attraction:

\[
H=-\frac12\frac{d^2}{dx^2}-\sum_{a=A,B}\frac{Z_a}{\sqrt{(x-X_a)^2+s^2}}+\frac{Z_AZ_B}{\sqrt{(X_B-X_A)^2+s^2}} .
\]

The parameters are \(Z_A=1.0\), \(Z_B=1.2\), \(X_A=-2\) bohr, \(X_B=2\) bohr and \(s=1\) bohr. They describe no particular molecule. Differentiating the attraction at fixed \(x\) gives the operator needed for the couplings,

\[
-\frac{Z_a(x-X_a)}{[(x-X_a)^2+s^2]^{3/2}} .
\]

The Hamiltonian was diagonalized on a sinc grid of 301 points with spacing 0.20 bohr. The grid stays fixed when the nuclei move. The three lowest energies, including nuclear repulsion, are \(-0.8238\), \(-0.6559\) and \(-0.2985\) hartree. Each state is taken positive at \(x=10\) bohr. Equation (3) then gives:

| Pair \(i,j\) | Nucleus | Gap (hartree) | Element (hartree/bohr) | \(d_{ij}\) (bohr\(^{-1}\)) |
|---|---|---|---|---|
| 0, 1 | A | 0.1679 | +0.0161 | +0.096 |
| 0, 1 | B | 0.1679 | −0.0573 | −0.341 |
| 0, 2 | A | 0.5253 | +0.0749 | +0.143 |
| 0, 2 | B | 0.5253 | −0.1824 | −0.347 |
| 1, 2 | A | 0.3573 | −0.1169 | −0.327 |
| 1, 2 | B | 0.3573 | −0.0779 | −0.218 |

For the two couplings compared at the start, the arithmetic is

\[
\frac{-0.0573}{0.1679}=-0.341,\qquad \frac{-0.1824}{0.5253}=-0.347 .
\]

The matrix elements differ by a factor of 3.18 and the gaps by 3.13, so the quotients nearly agree. In other units, the gap between states 0 and 1 is 4.57 eV and their coupling for nucleus B is \(-0.645\) Å\(^{-1}\).

The definition can also be evaluated without the gradient operator. Displace B by \(\pm5\times10^{-4}\) bohr, diagonalize again, keep the sign convention, and take the central difference of the eigenvectors. This gives \(d_{01}=-0.341\) and \(d_{10}=+0.341\) bohr\(^{-1}\). The diagonal elements for both nuclei come out below \(10^{-8}\) bohr\(^{-1}\) in magnitude, where (4) gives zero.

## Moving both nuclei together

If A and B are shifted by the same amount, the molecule is unchanged apart from its place. The couplings need not cancel, because the electron coordinate is held fixed while the wavefunction moves past it. With the sign carried along smoothly, a shift by \(a\) turns \(\psi_j(x)\) into \(\psi_j(x-a)\). Differentiating at \(a=0\) gives

\[
d^A_{ij}+d^B_{ij}=-\langle i|\partial_xj\rangle .
\]

The right side follows from a commutator. The potential commutes with \(x\), and \(\partial_x^2(xf)=x\,\partial_x^2f+2\partial_xf\), so \([H,x]=-\partial_x\). Taking the element between \(i\) and \(j\) gives \((E_i-E_j)x_{ij}=-\langle i|\partial_xj\rangle\), where \(x_{ij}=\langle i|x|j\rangle\). Therefore

\[
d^A_{ij}+d^B_{ij}=-(E_j-E_i)\,x_{ij}.
\]

For states 0 and 1 the grid wavefunctions give \(x_{01}=1.461\) bohr. The right side is \(-0.1679\times1.461=-0.245\) bohr\(^{-1}\), and the left side is \(0.096-0.341=-0.245\) bohr\(^{-1}\).

A derivative coupling therefore depends on which electron coordinate is held fixed. If the electron's position is measured from nucleus A, moving A carries the electron coordinate along. The coupling for A becomes \(d^A_{ij}+\langle i|\partial_xj\rangle=-d^B_{ij}\), which for states 0 and 1 is \(+0.341\) instead of \(+0.096\) bohr\(^{-1}\).

## A basis that follows the nuclei

The derivation required eigenstates of \(H\) itself. A fixed finite basis is also safe, since \(H\) is then a matrix whose derivative is the matrix of \(\nabla H\). Basis functions attached to the nuclei are different.

Let \(|j\rangle=\sum_\mu c_{\mu j}|\mu\rangle\) with real basis functions \(|\mu\rangle\). Let \(\mathbf H\) and \(\mathbf S\) be the Hamiltonian and overlap matrices, and \(c_j\) the coefficient column. Then \(\mathbf Hc_j=E_j\mathbf Sc_j\) and \(c_i^T\mathbf Sc_j=\delta_{ij}\). Let a prime now denote the derivative with respect to one nuclear coordinate. Differentiate the eigenvalue equation, multiply by \(c_i^T\) with \(i\ne j\), and use \(c_i^T\mathbf H=E_ic_i^T\mathbf S\):

\[
c_i^T\mathbf H'c_j+E_i\,c_i^T\mathbf Sc_j'=E_j\,c_i^T\mathbf S'c_j+E_j\,c_i^T\mathbf Sc_j' .
\]

The term with \(E_j'\) has vanished by orthogonality. Solve for \(c_i^T\mathbf Sc_j'\). The derivative of the state also contains the motion of the basis functions, described by \(A_{\mu\nu}=\langle\mu|\nu'\rangle\). The sum is

\[
d_{ij}=\frac{c_i^T(\mathbf H'-E_j\mathbf S')c_j}{E_j-E_i}+c_i^T\mathbf Ac_j . \tag{5}
\]

**Limit of exact states.** Let \(K_{\mu\nu}=\langle\mu|H|\nu'\rangle\), and let \(\mathbf G\) be the matrix of the operator derivative \(H'\). Then \(\mathbf H'=\mathbf G+\mathbf K+\mathbf K^T\) and \(\mathbf S'=\mathbf A+\mathbf A^T\). If \(|i\rangle\) and \(|j\rangle\) are exact eigenstates of \(H\), then \(c_i^T\mathbf Kc_j=E_i\,c_i^T\mathbf Ac_j\) and \(c_i^T\mathbf K^Tc_j=E_j\,c_i^T\mathbf A^Tc_j\). The terms with \(\mathbf A^T\) cancel in the numerator of (5). Those with \(\mathbf A\) leave \((E_i-E_j)c_i^T\mathbf Ac_j\), which after division cancels the last term of (5). Equation (3) is recovered.

For approximate states this cancellation is not guaranteed. Describe the model electron by one Gaussian \(e^{-0.4(x-X_a)^2}\) on each nucleus, with \(x\) in bohr, and let B carry its Gaussian along. The gap between the two resulting states is 0.1502 hartree. A central difference of the wavefunctions gives \(d_{01}=-0.343\) bohr\(^{-1}\) for B, while (3) with the bare operator derivative gives \(-0.199\) bohr\(^{-1}\). The magnitude is 42% too small relative to the derivative of these states. The two terms of (5) are \(-0.336\) and \(-0.007\), and their sum is \(-0.343\) bohr\(^{-1}\).

Antisymmetry and the zero diagonal survive in this basis, because their proof used only real, differentiable, orthonormal states. The derivation of (3) asks for more: the states must be eigenstates of \(H\), or of its matrix in a basis that stays fixed when the nuclei move.
